# Why cascode noise is hidden at low frequency and exposed at high

## Result and conventions

A common-source transistor M1 feeds a cascode transistor M2, whose gate is at ac ground. Node X joins M1's drain to M2's source. The channel noise current $i_2$ of M2 produces a load current $H_2i_2$, with

$$H_2=\frac{Y_X}{G+Y_X(1+g_{o2}Z_L)},\qquad Y_X=g_{o1}+j\omega C_X .$$

Here $G=g_{m2}+g_{mb2}+g_{o2}$ is the sum of M2's gate, body and output conductances, $g_{o1}=1/r_{o1}$ is M1's output conductance, and $Z_L$ is the load. At low frequency, with a load resistance well below the cascode's output resistance (about $Gr_{o1}/g_{o2}$), $H_2\approx g_{o1}/G$, which is small when $Gr_{o1}\gg1$. As frequency rises, $C_X$ gives the noise current a second path to ground, and the suppression is gradually lost.

Both transistors are saturated and the signals are small. Currents are positive from drain to source. M1's gate is first driven by a zero-impedance source, so $C_X$ contains M2's gate-source and source-bulk capacitances and M1's drain-bulk and gate-drain capacitances.

## Contribution 1: the cascode transistor

Let $i$ be the current flowing from the load into M2's drain. The same current leaves M2's source, and at X it can go only through $Y_X$:

$$i=Y_Xv_X .$$

M2's gate is fixed, so a rise of $v_X$ reduces its gate-source and bulk-source voltages equally. The channel current is

$$i=i_2-(g_{m2}+g_{mb2})v_X+g_{o2}(v_{out}-v_X)=i_2-Gv_X+g_{o2}v_{out}.$$

The load gives $v_{out}=-Z_Li$. Inserting this and $v_X=i/Y_X$,

$$i\left(1+g_{o2}Z_L+\frac{G}{Y_X}\right)=i_2 ,$$

and multiplication by $Y_X$ gives $H_2$.

**Low frequency.** The noise generator pushes current into X. Since $r_{o1}$ accepts little of it, $v_X$ rises until M2's controlled current has fallen by nearly $i_2$. The current that returns inside M2 is

$$Gv_X-g_{o2}v_{out}=i_2-i=(1-H_2)i_2 .$$

This is what is meant when a cascode's noise current is said to circulate locally. The noise is not absent from the circuit: node X must move by about $i_2/G$ for the cancellation to occur.

What must be large is the product $Gr_{o1}$, so the size of $G$ matters as much as that of $r_{o1}$. If the gate and body control are removed while the output conductances are held fixed, $G$ becomes $g_{o2}$ and

$$H_2=\frac{g_{o1}}{g_{o2}+g_{o1}(1+g_{o2}R_L)}=\frac{r_{o2}}{r_{o1}+r_{o2}+R_L},$$

where numerator and denominator were divided by $g_{o1}g_{o2}$. For comparable output resistances and a small load, half the noise would reach the output. Without the control, confinement would need $r_{o1}\gg r_{o2}$; with it, $r_{o1}\gg1/G$ is enough. For comparable output resistances, the feedback through M2's source voltage therefore does the confining. Since $H_2\approx g_{o1}/G$, the confinement weakens when $g_{o1}$ grows, as it does if M1 leaves saturation.

**High frequency.** Moving X now costs a capacitive current $j\omega C_Xv_X$, which has to come through the load. For $g_{o1}\ll\omega C_X\ll G$ and $g_{o2}|Z_L|$ not large,

$$H_2\approx\frac{j\omega C_X}{G}.$$

The lumped model also has a formal limit, at frequencies where a real transistor needs a distributed description: for $\omega C_X\gg G$ and a resistive load, $H_2\to1/(1+g_{o2}R_L)$. If a load capacitance makes $Z_L\to0$, then $H_2\to1$: the full noise current passes through the load branch.

## Contribution 2: the input transistor

M1's noise $i_1$ draws current out of X, so

$$i=Y_Xv_X+i_1,\qquad i=-Gv_X+g_{o2}v_{out}.$$

Substituting $v_X=(i-i_1)/Y_X$ and $v_{out}=-Z_Li$ gives

$$i\left(1+g_{o2}Z_L+\frac{G}{Y_X}\right)=\frac{G}{Y_X}i_1,\qquad H_1=\frac{G}{G+Y_X(1+g_{o2}Z_L)} .$$

At low frequency $H_1\approx1$, provided the load resistance is well below the cascode's output resistance. With a larger load, $H_1$ and $H_2$ fall by the same factor. M1's noise has to pass through M2, whereas M2's own noise can return within M2. The denominators are equal, so

$$\frac{H_2}{H_1}=\frac{Y_X}{G}$$

for any load. For independent channel noises of spectral densities $S_1$ and $S_2$, the ratio of output powers is

$$\rho=\frac{S_2}{S_1}\,\frac{g_{o1}^2+\omega^2C_X^2}{G^2}.$$

With $S_2/S_1$ constant, $\rho$ has doubled from its low-frequency value at $f_z=g_{o1}/(2\pi C_X)$. This marks the onset of exposure, not the point where M2 dominates. Setting $\rho=1$ gives the much higher frequency

$$f_{eq}=\frac{\sqrt{G^2S_1/S_2-g_{o1}^2}}{2\pi C_X}\approx\frac{G}{2\pi C_X}\sqrt{\frac{S_1}{S_2}} .$$

## Contribution 3: the load resistor

The load resistor has noise current density $4kT/R_L$. It sees its own impedance in parallel with the cascode's output impedance. Applying $v_{out}$ with $i_1=i_2=0$ gives $i=-Gi/Y_X+g_{o2}v_{out}$, hence

$$Z_{out}=\frac{v_{out}}{i}=\frac{1+G/Y_X}{g_{o2}} .$$

When $Z_{out}\gg R_L$ and the load capacitance is negligible, the output voltage density is $\sqrt{4kTR_L}$. With the transistors' conductances held fixed, the load does not alter $\rho$, but its noise does alter M2's share of the total. A load resistor that carries the bias current also shifts M2's operating point, and so changes $\rho$ slightly.

## The contributions weighed in an example

Take $W=30$ µm, $L=0.18$ µm, a 4 nm oxide, a 1.8 V supply, and a load of 500 Ω with 50 fF, at 300 K. The bias follows the square law $I=\tfrac12\beta V_{ov}^2(1+\lambda V_{DS})$, with $\lambda=0.2$ V$^{-1}$, overdrive $V_{ov}$ and $\beta=\mu C_{ox}W/L$. The mobility is 350 cm²/Vs, the threshold 0.45 V at zero source-bulk voltage, the body factor $g_{mb2}/g_{m2}=0.2$, and the gate biases of M1 and M2 are 0.65 V and 1.10 V. M1's overdrive is therefore 0.200 V. M2's source lies $V_{DS1}$ above the bulk, which raises its threshold by $0.2V_{DS1}$, so its overdrive is $0.65\ \text{V}-1.2V_{DS1}$. Equating the two transistor currents gives $I=1.084$ mA. Differentiation gives

$$g_{m1}=\frac{2I}{V_{ov1}}=10.84\ \text{mS},\qquad g_{o1}=\frac{\lambda I}{1+\lambda V_{DS1}}=0.2014\ \text{mS},$$

with $V_{DS1}=0.382$ V. Likewise, M2 has $g_{m2}=11.33$ mS, $g_{mb2}=2.27$ mS and $g_{o2}=0.1845$ mS. Therefore $G=13.78$ mS and $Gr_{o1}=68.4$. The capacitance at X is

$$C_X=40.1+30.0+30.0+9.0=109.1\ \text{fF}.$$

At low frequency,

$$H_2=\frac{0.2014}{13.78+0.2014(1+0.092)}=0.0144 ,$$

so 98.6% of $i_2$ returns inside M2. Without gate and body control the transfer would be 0.498. Solving the nonlinear square-law circuit with dc currents of ±1 µA injected across M2 also gives 0.0144. With a 1 µA, 5 GHz tone and a purely resistive load, the nonlinear circuit and the formula both give 0.237. Removing $C_X$ at 5 GHz restores 0.0144, which identifies the capacitance as the cause of the rise.

Each channel noise is modelled as $4kT\gamma g_m(1+f_c/f)$, with $\gamma=2/3$ and flicker corner $f_c=1$ MHz. The output voltage densities, in nV/√Hz, are:

| Frequency | M1 | M2 | Load | M2/M1 power |
|---|---:|---:|---:|---:|
| 10 kHz | 54.1 | 0.81 | 2.87 | 0.022% |
| 100 MHz | 5.41 | 0.085 | 2.87 | 0.025% |
| 1 GHz | 5.31 | 0.28 | 2.84 | 0.28% |
| 5 GHz | 4.06 | 1.03 | 2.23 | 6.5% |
| 20 GHz | 1.15 | 1.17 | 0.86 | 103% |

Squaring the densities at 100 MHz gives shares of 78% for M1, 22% for the load and 0.02% for M2. At 5 GHz they are 73%, 22% and 5%. At 20 GHz they are 38.6%, 21.5% and 39.9%. Between 5 and 20 GHz the load capacitance lowers the densities from M1 and the load, and the falling $H_1$ lowers M1's further. M2's density is slightly higher at 20 GHz than at 5 GHz, because $H_2$ grows by a larger factor than the load impedance falls.

The onset is $f_z=0.294$ GHz, while $f_{eq}=19.7$ GHz. At 100 MHz, M2 causes 0.80 nV/√Hz at X but only 0.085 nV/√Hz at the output, so at this frequency M2's noise moves the internal node more than it moves the output. At 5 GHz the order is reversed.

Flicker noise from charge exchange with oxide traps obeys the same transfer. If stress multiplies M2's flicker density by ten while its conductances and M1 stay fixed, $\rho$ at 10 kHz rises from 0.022% to 0.22%. The suppression remains, but it does not make M2's noise zero.

## Two corrections to the high-frequency contribution

**Resistance at M1's gate.** With source resistance $R_s$, current through $C_{gd1}$ moves M1's gate. The current law there gives

$$v_g=j\omega C_{gd1}Z_gv_X,\qquad Z_g=\frac{1}{1/R_s+j\omega(C_{gs1}+C_{gd1})}.$$

The current leaving X through $C_{gd1}$ and M1's controlled source is $j\omega C_{gd1}(v_X-v_g)+g_{m1}v_g$. The part $j\omega C_{gd1}v_X$ is already in $C_X$, so the added admittance is

$$\Delta Y_X=j\omega C_{gd1}Z_g(g_{m1}-j\omega C_{gd1}).$$

For $R_s=50$ Ω, $\rho$ at 5 GHz rises from 6.5% to 7.1%. The source resistor's own noise is a separate contribution and is not included.

**Noise charge on M2's gate.** Channel fluctuations also induce a gate charge $q$. Its current enters at the gate and leaves at X, so $Y_Xv_X=i+j\omega q$. Neglecting $g_{o2}v_{out}$, the channel law $i=i_2-Gv_X$ gives

$$i=\frac{Y_Xi_2-j\omega Gq}{G+Y_X}.$$

The minus sign allows partial cancellation if $q$ and $i_2$ are positively correlated. To find the correlation, use a long saturated channel with position $x$ from 0 to 1 and local overdrive $V_{ov2}u$, where $u=\sqrt{1-x}$. A local noise current $h(x)$ perturbs the overdrive by $v$:

$$i_2=-\beta\frac{d(V_{ov2}uv)}{dx}+h .$$

The product $uv$ vanishes at the source, where the voltage is fixed, and at the drain, where $u=0$. Integration over the channel gives $i_2=\int_0^1h\,dx$. Integration up to $x$ then gives $v$. For a source of strength $\eta$ at $x_0$, with $u_0=\sqrt{1-x_0}$ and $g_{m2}=\beta V_{ov2}$,

$$q=\frac{C_{ch}\eta}{g_{m2}}\left[\int_{x_0}^1\frac{dx}{u}-\int_0^1\frac{x\,dx}{u}\right]=\frac{C_{ch}\eta}{g_{m2}}\left(2u_0-\frac43\right),$$

where $C_{ch}=WLC_{ox}$. Thermal noise of a slice contributes strength $4kTg_{m2}u\,dx$. With $dx\to2u\,du$, and with $q$ in units of $C_{ch}/g_{m2}$, the normalized moments are

$$\langle i_2^2\rangle=\int_0^12u^2du=\frac23,\qquad \langle i_2q\rangle=\int_0^12u^2\left(2u-\frac43\right)du=\frac19,$$

$$\langle q^2\rangle=\int_0^12u^2\left(2u-\frac43\right)^2du=\frac{16}{135}.$$

Well above $f_z$, $Y_X\approx j\omega C_X$. Relative to $i_2$ alone, M2's output power is multiplied by

$$1-\frac r3+\frac{8r^2}{45},\qquad r=\frac{C_{ch}G}{g_{m2}C_X}.$$

Removing the 9.0 fF overlap from $C_{gs2}$ gives $C_{ch}=\tfrac32(40.1-9.0)\approx46.6$ fF, so $r=0.52$ and the factor is 0.875. This uses the circuit value $g_{m2}=11.33$ mS, which includes the factor $1+\lambda V_{DS2}$ absent from the long-channel derivation; the bare $\beta V_{ov2}=9.64$ mS with the same $G$ would give $r=0.61$ and 0.863. This leading-order correction lowers the 5 GHz ratio from 6.5% to about 5.7%.

## Comparison with a real device

The parameters are rough values for a 0.18 µm silicon NMOS process. The noise factor $\gamma=2/3$ and the induced-gate-noise factor 0.875 are long-channel results, so the noise shares and that correction may differ in a transistor this short. The intrinsic gain $g_{m1}r_{o1}\approx54$ is generous for minimum length. A rough value of 20, with other quantities fixed, would raise the low-frequency $\rho$ by $(54/20)^2\approx7$, to about 0.16%. Velocity saturation breaks the square law: its parameter $\mu V_{ov1}/(2v_{sat}L)$ is 0.19. This number measures the strength of the effect and is not an exact transconductance loss. As an illustration, if all of M2's and M1's transconductances fell by that fraction, with capacitances and $g_{o1}$ fixed, $\rho$ would rise by a factor of about 1.5 and $f_{eq}$ would fall to about 16 GHz. A mobility-based estimate at 398 K and fixed current gives a similar transconductance loss. Gate tunnelling is estimated at about $2\times10^{-20}$ A. That figure is uncertain by several orders of magnitude, but the current is negligible even so. The equal-noise frequency is 0.54 of M2's transit frequency, where lumped capacitances are becoming doubtful, so the 19.7 GHz found for $f_{eq}$ belongs to this lumped model without induced gate noise and is not a prediction for a real transistor. The remaining values are in the numerical output.

## Computed values

```
Width 30 um, length 0.18 um, oxide 4 nm
Mobility 350 cm2/Vs, threshold 0.45 V
Output slope 0.20 1/V, body factor 0.20
Supply 1.8 V, gate biases 0.65 V and 1.10 V
Load 500 ohm with 50 fF; temperature 300 K
Thermal noise factor 0.667, flicker corner 1 MHz
Drain current 1.084 mA; node X 0.382 V; output 1.258 V
Overdrives M1 0.200 V, M2 0.191 V
gm1 10.84 mS, go1 0.2014 mS, ro1 4.96 kohm
gm2 11.33 mS, gmb2 2.27 mS, go2 0.1845 mS
G 13.78 mS, G*ro1 68.4
Cgs2 40.1 fF, each junction 30.0 fF, Cgd1 9.0 fF
Total CX 109.1 fF
Low-frequency H2 0.01439; nonlinear dc circuit 0.01439
Noise current returned inside M2 at 10 kHz 98.56 %
H2 at 10 kHz without gate and body control 0.498
H2 at 5 GHz without CX 0.01440
H2 at 5 GHz, nonlinear, resistive load 0.2369
H2 at 5 GHz, formula, resistive load 0.2369
H2 at 3 GHz 0.1451; simple law w*CX/G 0.1492
Onset fz 0.294 GHz; equal-noise frequency 19.66 GHz
Output noise columns are nV/sqrt(Hz); M2/M1 is a power ratio
1e-05 GHz: H1 0.9843, H2 0.0144, M2/M1 0.02233 %, M1 54.12, M2 0.8088, load 2.874
0.001 GHz: H1 0.9843, H2 0.0144, M2/M1 0.02233 %, M1 7.616, M2 0.1138, load 2.874
0.1 GHz: H1 0.9843, H2 0.0152, M2/M1 0.02492 %, M1 5.411, M2 0.08542, load 2.874
1 GHz: H1 0.9822, H2 0.0509, M2/M1 0.2809 %, M1 5.312, M2 0.2815, load 2.837
5 GHz: H1 0.9438, H2 0.2351, M2/M1 6.486 %, M1 4.061, M2 1.034, load 2.232
10 GHz: H1 0.8661, H2 0.4310, M2/M1 25.88 %, M1 2.545, M2 1.295, load 1.513
20 GHz: H1 0.6917, H2 0.6882, M2/M1 103.4 %, M1 1.148, M2 1.168, load 0.8581
Noise at X from M2 at 100 MHz 0.803 nV/sqrt(Hz)
M2/M1 at 10 kHz with tenfold M2 trap noise 0.221 %
M2/M1 at 1 GHz with 50 ohm source 0.305 %
M2/M1 at 5 GHz with 50 ohm source 7.076 %
Channel moments: current 0.6667, charge 0.1185, cross 0.1111
Induced gate noise multiplies exposed M2 power by 0.875
Velocity-saturation parameter 0.194 (rough)
Transconductance factor at 398 K, fixed current 0.809 (rough)
M2 overdrive / (2kT/q) 3.70
Mean lateral field in M2 0.0487 MV/cm
Upper oxide field, M2 1.79 MV/cm
Gate tunnelling estimate 2.1e-20 A; shot/M2 output power 2.5e-13
M2 transit frequency 36.7 GHz; feq/transit 0.54
```
